# Oxide Charges as an Equivalent Interface Sheet for Screened Two-Dimensional Carriers

## The form of the answer

Charges of volume density $N$ fill the oxide beneath a two-dimensional channel. We seek the areal density $n_{\rm eq}$ of a sheet of the same charges, placed at the interface, that relaxes the carriers' momentum equally fast.

For uncorrelated charges and weak scattering, the half-space rate is proportional to $N$ and the sheet rate to the sheet density. Hence $n_{\rm eq}/N$ is a length independent of both densities. When screening is complete, the energy of a carrier in the field of a charge at depth $z$ has the Fourier component $e^{-qz}/D$, where $D$ is the density of states. This contains no screening length. The remaining length is $1/k_F$, so

$$n_{\rm eq}=C\,\frac{N}{k_F},$$

with $C$ a pure number, provided that the integral defining it converges. It converges for momentum relaxation, with $C=1/\pi$. It diverges for the total scattering rate, so the equivalence is one of mobility and not of every scattering property.

## Assumptions and theorem

SI units are used. The oxide occupies $z>0$ with absolute permittivity $\epsilon_{\rm ox}$, the medium above has $\epsilon_{\rm top}$, and $\bar\epsilon=(\epsilon_{\rm ox}+\epsilon_{\rm top})/2$. Assume:

1. The carriers form a layer of zero thickness at $z=0$, with energy $E=\hbar^2k^2/2m$, spin-valley degeneracy $g$ and zero temperature.
2. The impurities carry charge $\pm e$ at independent, uniformly random positions.
3. Screening is static and linear, without exchange or correlation. It is complete: $q_{\rm TF}\gg 2k_F$, with $q_{\rm TF}$ defined in Lemma 1.
4. Scattering is elastic, preserves spin and valley, and is treated in lowest Born order.

**Theorem.** Under these assumptions the half-space and an interfacial sheet give equal momentum-relaxation rates when

$$\boxed{n_{\rm eq}=\frac{N}{\pi k_F}}.$$

## Lemma 1: the screened potential

*For a charge at depth $z_0$, the carrier's potential energy in the layer has magnitude*

$$|V(q)|=\frac{e^2e^{-qz_0}}{2\bar\epsilon q+e^2\Pi(q)},$$

*where the carrier density responds as $\delta n=-\Pi V$.*

**Proof.** Let the impurity charge be $Q$ and the induced layer charge $\sigma$, both as Fourier components along the plane. The potential is $\phi=Ae^{qz}$ above the layer. In the oxide it is

$$\phi=\frac{Q}{2\epsilon_{\rm ox}q}e^{-q|z-z_0|}+Be^{-qz}.$$

Write $P=Qe^{-qz_0}/(2\epsilon_{\rm ox}q)$. Continuity at $z=0$ gives $B=A-P$. The slopes are $\phi'(0^-)=qA$ and $\phi'(0^+)=qP-qB=2qP-qA$. Gauss's law, $\epsilon_{\rm top}\phi'(0^-)-\epsilon_{\rm ox}\phi'(0^+)=\sigma$, becomes

$$2\bar\epsilon qA=Qe^{-qz_0}+\sigma .$$

A carrier of charge $c=\pm e$ has energy $V=cA$, so $\sigma=c\,\delta n=-e^2\Pi A$. Moving this term to the left and multiplying by $c$ gives the result, since $|cQ|=e^2$. ∎

If $\Pi=D$, the denominator is $2\bar\epsilon(q+q_{\rm TF})$ with

$$q_{\rm TF}=\frac{e^2D}{2\bar\epsilon}.$$

For $q\ll q_{\rm TF}$ this leaves $|V|=e^{-qz_0}/D$. The permittivities have cancelled: a more polarizable surrounding weakens the bare potential and the factor $q_{\rm TF}/q$, by which the carriers reduce it, in the same proportion.

## Lemma 2: constant polarization

*At zero temperature, $\Pi(q)=D=gm/(2\pi\hbar^2)$ for $0<q\le2k_F$.*

**Proof.** First-order perturbation theory gives

$$\Pi=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .$$

In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$. It becomes equal to the first, with both integrals taken as principal values. Since $E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\hbar^2(q^2+2kq\cos\alpha)/2m$,

$$\Pi=\frac{g m}{\pi^2\hbar^2}\int_0^{k_F}\!k\,dk\;\mathrm P\!\!\int_0^{2\pi}\!\frac{d\alpha}{q^2+2kq\cos\alpha}.$$

Set $a=q^2$, $b=2kq$ and $u=\tan(\alpha/2)$. The angular integral becomes

$$\mathrm P\!\int_{-\infty}^{\infty}\frac{2\,du}{(a+b)+(a-b)u^2}.$$

For $a>b$, that is $k<q/2$, it equals $2\pi/\sqrt{a^2-b^2}=2\pi/(q\sqrt{q^2-4k^2})$. For $a<b$ the integrand is proportional to $1/(u^2-c^2)$, with $c^2=(b+a)/(b-a)$. Its antiderivative, proportional to $\ln|(u-c)/(u+c)|$, vanishes at both ends, and the logarithms on the two sides of each pole cancel. The principal value is therefore zero.

When $q\le2k_F$, the states with $k<q/2$ are all occupied and

$$\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2-4k^2}}=\frac q4,\qquad
\Pi=\frac{gm}{\pi^2\hbar^2}\,\frac{2\pi}{q}\,\frac q4=\frac{gm}{2\pi\hbar^2}.\ ∎$$

For $q>2k_F$ the upper limit is $k_F$, and the same integral gives $\Pi=D[1-\sqrt{1-4k_F^2/q^2}]$. Screening weakens there, which matters at finite temperature and beyond lowest Born order.

## Lemma 3: random charges add in squares

*Over an area $A$, the average of $|S|^2$, with $S=\sum_j e^{i\mathbf q\cdot\mathbf r_j-qz_j}$ and $\mathbf q\ne0$, is $AF(q)$. Here $F=n$ for an interfacial sheet of density $n$, and $F=N/(2q)$ for the half-space.*

**Proof.** In $|S|^2$, a term with two different charges contains the average of $e^{i\mathbf q\cdot\mathbf r}$ over a uniform position, which is zero. The diagonal terms give $nA$ for the sheet. For the half-space they give

$$NA\int_0^\infty e^{-2qz}\,dz=\frac{NA}{2q}.\ ∎$$

The effective depth $1/(2q)$ is short for large-angle scattering and long for small-angle scattering. As a numerical test, 300 charges were placed at random in a layer of depth $6/k_F$ and $|S|^2$ at $q=k_F$ was averaged over 4000 arrangements. The result was 1.003 times the sum of squares, with a sampling error of about 0.015.

## Proof of the theorem

An elastic collision through angle $\theta$ removes the fraction $1-\cos\theta$ of the forward momentum; sideways changes cancel between $\theta$ and $-\theta$. The squared matrix element is $|V_0|^2F/A$, where $V_0$ is the energy for a charge at $z=0$. The golden rule then gives

$$\frac1\tau=\frac{2\pi}{\hbar}\int\!\frac{k'dk'\,d\theta}{(2\pi)^2}\,|V_0|^2F(q)(1-\cos\theta)\,\delta(E'-E).$$

Since $k'dk'=m\,dE'/\hbar^2$, and the integrand is equal at $\theta$ and $2\pi-\theta$,

$$\frac1\tau=\frac{m}{\pi\hbar^3}\int_0^\pi|V_0|^2F(q)(1-\cos\theta)\,d\theta,\qquad q=2k_F\sin\frac\theta2 .$$

Every $q$ here is at most $2k_F$, so Lemmas 1 and 2 give $|V_0|=1/D$. For a sheet the angular integral is $\pi$, and

$$\frac1{\tau_{\rm sheet}}=\frac{mn}{\hbar^3D^2}=\frac{4\pi^2\hbar n}{g^2m}.$$

For the half-space, use $1-\cos\theta=2\sin^2(\theta/2)$:

$$\int_0^\pi\frac{1-\cos\theta}{2q}\,d\theta=\frac1{2k_F}\int_0^\pi\sin\frac\theta2\,d\theta=\frac1{k_F}.$$

The two rates agree when $n\pi=N/k_F$. ∎

The golden rule was also tested against phase shifts from the radial Schrödinger equation. For a charge at depth $\pi/(8k_F)$, with the potential $e^{-qz}/D$, taken at all $q$, reduced to 2% of full strength and the two signs averaged, the momentum-relaxation rates agreed to within 0.01%.

**Corollary 1 (mobility).** With $\mu=e\tau/m$,

$$\mu=\frac{g^2e}{4\pi^2\hbar n_{\rm eq}}=\frac{g^2e\,k_F}{4\pi\hbar N},\qquad k_F=\sqrt{\frac{4\pi n_c}{g}},$$

where $n_c$ is the carrier density. The mass cancels because a larger density of states weakens the screened potential. At fixed $N$ and $g$, $\mu$ rises as $n_c^{1/2}$; for a fixed interface sheet it would not depend on $n_c$. Faster carriers are turned by larger $q$, and so feel a thinner slice of oxide.

**Corollary 2 (depth).** Weighting each depth by its contribution to $1/\tau$ gives the mean

$$\langle z\rangle=\frac{\int_0^\pi(1-\cos\theta)/(4q^2)\,d\theta}{\int_0^\pi(1-\cos\theta)/(2q)\,d\theta}
=\frac{\pi/(8k_F^2)}{1/k_F}=\frac{\pi}{8k_F},$$

because $\int_0^\infty ze^{-2qz}dz=1/(4q^2)$.

## Remark 1: the total rate has no such equivalent

Without the factor $1-\cos\theta$, a slab of thickness $t$ matches a sheet of density

$$n_{\rm tot}=\frac N\pi\int_0^\pi\frac{1-e^{-2qt}}{2q}\,d\theta
=\frac{N}{2\pi k_F}I(a),\qquad I(a)=\int_0^{\pi/2}\frac{1-e^{-a\sin\varphi}}{\sin\varphi}\,d\varphi,$$

with $\varphi=\theta/2$ and $a=4k_Ft$. Differentiation gives $I'(a)=\int_0^{\pi/2}e^{-a\sin\varphi}d\varphi$, which tends to $1/a$ for large $a$. Thus $I$ grows as $\ln a$, and $n_{\rm tot}$ has no finite limit. Remote charges cause many small deflections, which shorten the quantum lifetime but hardly reduce the current.

## Remark 2: corrections to the screening

Suppose $|V_0|^2$ acquires a further factor $W(q)$. Then $n_{\rm eq}/N$ is the average of $1/(2q)$ with weight $(1-\cos\theta)W$. Replace $W$ by $W^\eta$: the derivative of this average with respect to $\eta$ is the covariance of $1/(2q)$ and $\ln W$. It is positive if $W$ decreases with $q$ and negative if $W$ increases. A decreasing $W$ therefore raises $n_{\rm eq}$, and an increasing one lowers it.

Finite screening gives $W=(1+q/q_{\rm TF})^{-2}\simeq1-2q/q_{\rm TF}$. The mean of $\sin\varphi$ is $8/(3\pi)$ with the sheet's weight $\sin^2\varphi$, and $\pi/4$ with the half-space's weight $\sin\varphi$. To first order,

$$n_{\rm eq}=\frac{N}{\pi k_F}\left[1+\frac{4k_F}{q_{\rm TF}}\left(\frac{8}{3\pi}-\frac\pi4\right)\right].$$

The half-space rate itself changes by the factor $1-\pi k_F/q_{\rm TF}$, a larger correction.

In the opposite limit, $q_{\rm TF}\ll k_F$, $|V_0|^2$ varies as $1/q^2$ down to $q\sim q_{\rm TF}$. The sheet's angular integral is then $\int_0^\pi(1-\cos\theta)q^{-2}d\theta=\pi/(2k_F^2)$. The half-space's is $(4k_F^3)^{-1}\int d\varphi/\sin\varphi$, cut off at $\varphi\sim q_{\rm TF}/k_F$. To leading logarithm, $n_{\rm eq}\simeq(N/2\pi k_F)\ln(k_F/q_{\rm TF})$. The coefficient $1/\pi$ thus belongs to complete screening.

## Worked example

Take the round values $m=0.5\,m_e$, $g=4$, $n_c=5\times10^{12}$ cm$^{-2}$, relative permittivities 4 and 1, and $N=10^{18}$ cm$^{-3}$ in 30 nm of oxide. Then

$$k_F=\sqrt{\pi\times0.05\ \mathrm{nm^{-2}}}=0.396\ \mathrm{nm^{-1}},\qquad
\frac{q_{\rm TF}}{2k_F}=\frac{15.12}{2\times0.3963}=19.1,$$

so screening is nearly complete. The equivalent sheet is

$$n_{\rm eq}=\frac{10^{-3}\ \mathrm{nm^{-3}}}{\pi\times0.3963\ \mathrm{nm^{-1}}}
=8.03\times10^{-4}\ \mathrm{nm^{-2}}=8.03\times10^{10}\ \mathrm{cm^{-2}}.$$

It holds as many charges as 0.80 nm of oxide. The whole film holds $3\times10^{12}$ cm$^{-2}$, about 37 times more. The mean depth is $\pi/(8k_F)=0.99$ nm.

With $e/\hbar=1.519\times10^{15}$ V$^{-1}$s$^{-1}$, the mobility is

$$\mu=\frac{16\times1.519\times10^{15}\times3.963\times10^{8}}{4\pi\times10^{24}}\ \mathrm{m^2/Vs}
\simeq7700\ \mathrm{cm^2/Vs}.$$

Finite screening raises it to about 8300 cm$^2$/Vs but changes $n_{\rm eq}$ by 0.7%. Quadrupling $n_c$ at fixed $N$ multiplies this finite-screening mobility by 2.16 instead of 2, because the factor $1+\pi k_F/q_{\rm TF}$ also grows. For the total rate, the 30 nm slab would need a sheet 2.6 times denser than $N/(\pi k_F)$.

## Where the assumptions fail

**Temperature.** The Fermi temperature is 139 K. At 4 K the factor on $N/(\pi k_F)$ is 0.99; at 300 K it is 0.50, and the charge-limited mobility falls from 7900 to 1300 cm$^2$/Vs. Typical wavevectors at 300 K exceed $k_F$, which shortens $1/(2q)$. If $|V_0|$ were independent of $q$, the relaxation time would not depend on $k$ for the sheet and would be proportional to $k$ for the half-space. The factor would then be $k_F/\langle k\rangle$, with the mean taken with weight $E(-\partial f/\partial E)$. At 300 K this is 0.48, close to the full value. The fall of the mobility comes instead from weaker screening: with $\Pi$ held at $D$ the mobility would rise to about 19000 cm$^2$/Vs; the drop of $\Pi(0)$ to $0.37D$ brings it to about 3400, and the further decrease of $\Pi$ with $q$ to 1300.

**Geometry.** Ending the oxide at 30 nm with a metal gate, instead of letting it fill the half-space, lowers $n_{\rm eq}$ by 0.15%. Moving the channel 0.3 nm from the oxide, with uniform permittivity assumed, multiplies the half-space rate by 0.69 but $n_{\rm eq}$ by 1.03, since the sheet is moved away as well. If the gap is vacuum rather than oxide, the factors are 0.34 and 1.10. At 0.6 nm they are 0.49 and 1.07 for uniform permittivity, and 0.17 and 1.19 for a vacuum gap.

**Exchange and correlation.** The circle that holds one carrier on average has a radius of $r_s=9.5$ effective Bohr radii, so neglecting interactions beyond the mean field is not justified by a small parameter. The Hubbard local-field factor raises the half-space rate by 58% and lowers $n_{\rm eq}$ by 2%, but it cannot exceed $1/g$ and understates the effect at this coupling. A self-consistent (STLS) local field reaches 0.78 at $q=2k_F$, raises the rate about ninefold with the example's $q_{\rm TF}$ (elevenfold with complete screening, as assumed for the Hubbard figure) and lowers $n_{\rm eq}$ by 12%. Both are approximations. Within lowest Born order they indicate that the mobility is far more sensitive to interactions than $n_{\rm eq}$ is.

**Born approximation.** Complete screening fixes the dimensionless strength $m|V_0|/\hbar^2=2\pi/g$, which is not small. At the mean depth, phase shifts for the potential $e^{-qz}/D$, extended to all $q$, give 0.67 of the Born rate for repulsion and 1.11 for attraction. That extension understates the error. Beyond lowest order the intermediate states reach $q>2k_F$, where $\Pi<D$ and the potential of Lemma 1 is stronger. With the full $\Pi(q)$ and the example's $q_{\rm TF}$ the ratios are 0.18 and 4.3 at the mean depth, and 0.78 and 1.27 at depth $0.8/k_F$. Linear screening is itself doubtful for so strong a potential. For a sheet, an estimate puts the whole screening charge in the $s$ wave. The Friedel sum rule then gives $\delta_0=\pi/g$ and a ratio $\sin^2\delta_0/\delta_0^2=0.81$. These errors need not cancel between sheet and half-space and depend on the sign of the charge. For real charges the coefficient $1/\pi$ and the mobilities quoted are therefore estimates whose error is not bounded here. Summed over depths from $0.15/k_F$ to $3/k_F$ with the full $\Pi(q)$, the phase-shift rate is about 0.35 of the Born rate for repulsion and 2.9 for attraction. The shallower depths carry 37% of the Born rate; with them included the ratios are about 0.45 and 2.4. A charge at depth $0.005/k_F$, standing for the sheet, gives about 1.0 and 1.2 by the same method. In this model the errors therefore do not cancel: the rate is wrong by a factor of two to three, and $n_{\rm eq}$ changes by a factor of about 0.45 for repulsion and 2.0 for attraction.

**Real devices.** The mass, carrier density and oxide permittivity are roughly those of monolayer dichalcogenide transistors on silica. The value $g=4$ requires a spin-orbit splitting small against $E_F=12$ meV. Where the splitting is larger, as in the valence bands of these monolayers, $g=2$: the complete-screening mobility is then about 2700 cm$^2$/Vs, the 300 K factor on $N/(\pi k_F)$ is 0.65 and the Friedel ratio is 0.41. The oxide charge is far above that of a good thermal oxide: if all of one sign, it shifts the gate voltage by about 2 V, although its field, at most 1.4 MV/cm, added to the 2.3 MV/cm needed to induce $n_c$ through the same oxide, stays below a breakdown field of roughly 10 MV/cm. Room-temperature operation breaks the assumption of degeneracy. It halves $n_{\rm eq}$ at the example's density, as found above; for $g=4$ the 300 K factor is 0.22 at $n_c=10^{12}$ cm$^{-2}$, 0.67 at $10^{13}$ and 0.89 at $3\times10^{13}$. Phonons, correlated charge positions, nonlinear screening, the monolayer's finite thickness (about 0.6 nm, comparable with the 0.80 nm equivalent depth) and its own in-plane polarizability are left out. The last adds $2\epsilon_0r_0q^2$ to the denominator of Lemma 1; for $r_0$ of 3 to 4 nm, the order found in such monolayers, it raises the 300 K mobility to about 3600 to 4500 cm$^2$/Vs while the factor on $N/(\pi k_F)$ stays at 0.47 to 0.48. The value 1300 cm$^2$/Vs therefore belongs to the unpolarizable-layer model and is not a predicted device mobility. The same holds for the interaction and Born corrections above: with $r_0=4$ nm the STLS local field at $2k_F$ is 0.65 and raises the rate about fourfold, and the phase-shift ratios at the mean depth are 0.44 and 2.1. The remaining values are in the numerical output.

## Calculated quantities

```
effective mass: 0.5 m_e
degeneracy g: 4
carrier density: 5e+12 cm^-2
oxide charge density N: 1e+18 cm^-3
relative permittivity, oxide: 4
relative permittivity, top: 1
oxide thickness: 30 nm
kF: 0.3963 nm^-1
Fermi energy: 11.97 meV
Fermi temperature: 138.9 K
q_TF: 15.12 nm^-1
q_TF/(2 kF): 19.07
equivalent sheet N/(pi kF): 8.031e+10 cm^-2
equivalent sheet N/(pi kF): 0.0008031 nm^-2
mean depth of relaxing charges: 0.9908 nm
relaxation time, complete screening: 2.179 ps
mobility, complete screening: 7667 cm2/Vs
mobility, finite screening, T=0: 8308 cm2/Vs
mobility gain at 4x carrier density: 2.159
kF times mean free path: 79.27
Factors on the equivalent sheet N/(pi kF):
  finite screening, T=0: 1.007
  finite screening, first-order formula: 1.007
  finite screening, 4 K: 0.9944
  finite screening, 300 K: 0.4994
  finite oxide with metal gate: 0.99854
  channel offset 0.3 nm: 1.033
  Hubbard local field: 0.9812
  total rate instead, 30 nm slab: 2.566
Other sizes:
  charge-limited mobility, 4 K: 7901 cm2/Vs
  charge-limited mobility, 300 K: 1310 cm2/Vs
  half-space rate factor, offset: 0.6923
  half-space rate factor, local field: 1.582
  r_s: 9.54
  wave/Born rate at mean depth, repulsive: 0.674
  wave/Born rate at mean depth, attractive: 1.11
  s-wave Friedel/Born rate, sheet: 0.811
  largest oxide field from charges: 1.36 MV/cm
  voltage shift from charges: 2.04 V
Test: random sum / sum of squares: 1.003
Test: weak-wave / golden-rule rate: 0.99994
```
